**Rotation matrices from fixed quarter turns: numerical test**

The program tests \(d_{m'm}(\beta)=i^{m-m'}\sum_k\Delta_{m'k}\Delta_{mk}e^{-ik\beta}\), where \(d_{m'm}(\beta)=\langle jm'|e^{-i\beta J_y}|jm\rangle\), \(\Delta_{mk}=d_{mk}(\pi/2)\) and \(k\) runs from \(-j\) to \(j\). For \(j=1/2\) to \(9/2\) and five angles, it asserts that the formula, its real form and the operator factorization agree with matrix exponentials of \(J_y\); the largest difference between the formula and the double-precision matrix exponential is \(1.2\times10^{-13}\), which includes the rounding errors of both. It also asserts what the wrong phase and the wrong index placement produce: \(d(-\beta)\) and \(e^{i\pi m}d(\beta+\pi)\). The matrix \(\Delta\) comes from a three-term recurrence and is compared with the exponential as well. The worked element \(d_{21}\) for \(j=2\) at 50 degrees is \(-0.629224\). For \(d_{00}\) at \(j=80\), Wigner's explicit sum in double precision has an absolute error of 44, while the Fourier sum has an error of \(1.4\times10^{-16}\). The whole matrix at \(j=80\) differs from the matrix exponential by at most \(5.6\times10^{-15}\).

## Check in Python

```python
"""Result under test (hbar = 1, standard |j m> basis, active rotations):
  d_{m'm}(beta) = <j m'| exp(-i beta J_y) |j m>
                = i^(m-m') sum_k D_{m'k} D_{mk} exp(-i k beta),
where D_{mk} = d_{mk}(pi/2) and k runs from -j to j.
Matrices are ordered with m rising from -j to j; twoj means 2j.
The definition is evaluated by matrix exponentials of J_y. The formula uses
D from a three-term recurrence. Wigner's explicit sum is a third road.
"""
import math
import numpy as np
import mpmath as mp
from scipy.linalg import expm

mp.mp.dps = 80


def spin_matrices(twoj):
    i = np.arange(twoj)
    raising = np.diag(np.sqrt((twoj - i) * (i + 1.0)), -1)
    jx = (raising + raising.T) / 2
    jy = (raising - raising.T) / 2j
    jz = np.diag(np.arange(twoj + 1) - twoj / 2)
    return jx, jy, jz


def d_definition(twoj, beta):
    generator = (-1j * spin_matrices(twoj)[1]).real
    return expm(beta * generator)


def quarter_turn(twoj):
    """D_{mk} by inward recurrence from m = -j, then reflection m -> -m."""
    size = twoj + 1
    D = np.zeros((size, size))
    b = [math.sqrt((twoj - i) * (i + 1)) for i in range(twoj)]
    for c in range(size):
        two_k = 2 * c - twoj
        D[0, c] = math.sqrt(math.comb(twoj, c)) / 2 ** (twoj / 2)
        for i in range(twoj // 2):
            below = b[i - 1] * D[i - 1, c] if i > 0 else 0.0
            D[i + 1, c] = (two_k * D[i, c] - below) / b[i]
        parity = (-1) ** (twoj - c)
        for i in range(twoj // 2 + 1, size):
            D[i, c] = parity * D[twoj - i, c]
    return D


def phase_matrix(size):
    """i^(m-m') with m' the row and m the column."""
    idx = np.arange(size)
    powers = np.array([1, 1j, -1, -1j])
    return powers[(idx[None, :] - idx[:, None]) % 4]


def d_fourier(twoj, beta, D):
    k = np.arange(twoj + 1) - twoj / 2
    return phase_matrix(twoj + 1) * ((D * np.exp(-1j * k * beta)) @ D.T)


def d_real_series(twoj, beta, D):
    size = twoj + 1
    k = np.arange(size) - twoj / 2
    out = np.zeros((size, size))
    for r in range(size):
        for c in range(size):
            n = c - r
            A = D[r] * D[c]
            if n % 2 == 0:
                out[r, c] = (-1) ** ((n // 2) % 2) * np.sum(A * np.cos(k * beta))
            else:
                sign = (-1) ** (((n - 1) // 2) % 2)
                out[r, c] = sign * np.sum(A * np.sin(k * beta))
    return out


def wigner_terms(twoj, row, col, beta):
    """High-precision terms; row = j+m', col = j+m."""
    f = math.factorial
    norm = mp.sqrt(f(row) * f(twoj - row) * f(col) * f(twoj - col))
    cs, sn = mp.cos(mp.mpf(beta) / 2), mp.sin(mp.mpf(beta) / 2)
    terms = []
    for s in range(max(0, col - row), min(col, twoj - row) + 1):
        q = row - col + s
        den = f(col - s) * f(s) * f(q) * f(twoj - row - s)
        power = cs ** (twoj - q - s) * sn ** (q + s)
        terms.append((-1) ** q * norm / den * power)
    return terms


# Tests for integer and half-integer j, including angles beyond one turn
worst = 0.0
for twoj in range(1, 10):
    jx, jy, jz = spin_matrices(twoj)
    turn_x = expm(0.5j * np.pi * jx)
    turn_y = expm(0.5j * np.pi * jy)
    turn_z = expm(0.5j * np.pi * jz)
    assert np.allclose(turn_x @ jz @ turn_x.conj().T, jy, atol=1e-12)
    assert np.allclose(turn_z @ jy @ turn_z.conj().T, jx, atol=1e-12)
    D = quarter_turn(twoj)
    D_def = d_definition(twoj, np.pi / 2)
    assert np.allclose(D, D_def, atol=1e-12)
    idx = np.arange(twoj + 1)
    checker = (-1.0) ** (idx[:, None] + idx[None, :])
    m = idx - twoj / 2
    for r in idx:
        for c in idx:
            A = D_def[r] * D_def[c]
            assert np.allclose(A[::-1], (-1.0) ** (r + c) * A, atol=1e-12)
    for beta in (-2.3, 0.4, 1.9, 4.0, 7.7):
        exact = d_definition(twoj, beta)
        middle = expm(-1j * beta * jz)
        product = (turn_z @ turn_y @ middle
                   @ turn_y.conj().T @ turn_z.conj().T)
        assert np.allclose(product, exact, atol=1e-11)
        assert np.allclose(exact.T, checker * exact, atol=1e-11)
        formula = d_fourier(twoj, beta, D)
        worst = max(worst, np.max(np.abs(formula - exact)))
        assert np.allclose(d_real_series(twoj, beta, D), exact, atol=1e-11)
        # k first in both factors needs the conjugate phase
        e = np.exp(-1j * m * beta)
        first = phase_matrix(twoj + 1).conj() * ((D.T * e) @ D)
        assert np.allclose(first, exact, atol=1e-11)
        # conjugate phase with k second reverses the rotation
        wrong = phase_matrix(twoj + 1).conj() * ((D * e) @ D.T)
        assert np.allclose(wrong, d_definition(twoj, -beta), atol=1e-11)
        # ordinary matrix product of quarter turns shifts the angle by pi
        naive = phase_matrix(twoj + 1) * ((D * e) @ D)
        shifted = d_definition(twoj, beta + np.pi) * np.exp(1j * np.pi * m)
        assert np.allclose(naive, shifted, atol=1e-11)
        if twoj in (4, 5):
            sums = [[float(mp.fsum(wigner_terms(twoj, int(r), int(c), beta)))
                     for c in idx] for r in idx]
            assert np.allclose(sums, exact, atol=1e-11)
assert worst < 1e-11
print(f"largest error of formula, j = 1/2 to 9/2: {worst:.1e}")

# Worked element j = 2, m' = 2, m = 1
degrees = 50.0
beta = math.radians(degrees)
print(f"beta = {degrees:.1f} degrees = {beta:.6f} rad")
D = quarter_turn(4)
row, col = 4, 3
print("j=2, m'=2, m=1:  k, D(2,k), D(1,k), product A_k")
for c in range(4, -1, -1):
    a, b = D[row, c], D[col, c]
    print(f"  {c - 2:+d}  {a:+.6f}  {b:+.6f}  {a * b + 0.0:+.6f}")
k = np.arange(5) - 2
raw = np.sum(D[row] * D[col] * np.exp(-1j * k * beta))
value = (phase_matrix(5)[row, col] * raw).real
definition = d_definition(4, beta)[row, col]
closed = -0.5 * math.sin(beta) * (1 + math.cos(beta))
assert abs(value - definition) < 1e-12 and abs(closed - definition) < 1e-12
print(f"sum over k before phase: imaginary part {raw.imag:+.6f}")
print(f"d(2,1) from Fourier sum:        {value:+.6f}")
print(f"d(2,1) from matrix exponential: {definition:+.6f}")
print(f"d(2,1) from -sin(b)(1+cos(b))/2: {closed:+.6f}")
wrong_value = (phase_matrix(5)[row, col].conj() * raw).real
naive_sum = np.sum(D[row] * D[:, col] * np.exp(-1j * k * beta))
naive_value = phase_matrix(5)[row, col] * naive_sum
assert abs(naive_value.imag) < 1e-12
print(f"with wrong phase i^(m'-m):      {wrong_value:+.6f}")
print(f"with wrong placement D(2,k)D(k,1): {naive_value.real:+.6f}")

# Half-integer element j = 3/2, m' = m = 1/2
D = quarter_turn(3)
print("j=3/2, m'=m=1/2:  k, A_k")
for c in range(3, -1, -1):
    print(f"  {c - 1.5:+.1f}  {D[2, c] ** 2:.6f}")
half = d_fourier(3, beta, D)[2, 2].real
half_turned = d_fourier(3, beta + 2 * np.pi, D)[2, 2].real
assert abs(half - d_definition(3, beta)[2, 2]) < 1e-12
assert abs(half_turned + half) < 1e-12
print(f"d(1/2,1/2) at beta:               {half:+.6f}")
print(f"d(1/2,1/2) at beta + 360 degrees: {half_turned:+.6f}")

# Cancellation: correctly rounded Wigner terms, then double-precision addition
print("d(0,0) at beta: j, reference, largest Wigner term,")
print("   abs. error Wigner sum, abs. error Fourier sum")
for j in (10, 20, 40, 60, 80):
    terms = wigner_terms(2 * j, j, j, beta)
    reference = mp.fsum(terms)
    legendre = mp.legendre(j, mp.cos(mp.mpf(beta)))
    assert abs(reference - legendre) < mp.mpf("1e-40")
    total = 0.0
    for t in terms:
        total += float(t)
    largest = float(max(abs(t) for t in terms))
    error_wigner = abs(total - float(reference))
    D = quarter_turn(2 * j)
    full = d_fourier(2 * j, beta, D)
    error_fourier = abs(full[j, j].real - float(reference))
    assert error_fourier < 1e-12
    print(f"  {j:2d}  {float(reference):+.8f}  {largest:.2e}"
          f"  {error_wigner:.1e}  {error_fourier:.1e}")
assert error_wigner > 1e-3

# Whole matrix at j = 80, from the last pass of the loop
orthogonality = np.max(np.abs(D @ D.T - np.eye(161)))
matrix_error = np.max(np.abs(full - d_definition(160, beta)))
absolute_sum = np.max(np.abs(D) @ np.abs(D).T)
assert orthogonality < 1e-11 and matrix_error < 1e-10
assert absolute_sum < 1 + 1e-11
print(f"j=80: deviation of D D^T from unity: {orthogonality:.1e}")
print(f"j=80: largest sum over k of |A_k|:   {absolute_sum:.6f}")
print(f"j=80: largest difference from matrix exponential: {matrix_error:.1e}")
print("all good")
```

Output:

```
largest error of formula, j = 1/2 to 9/2: 1.2e-13
beta = 50.0 degrees = 0.872665 rad
j=2, m'=2, m=1:  k, D(2,k), D(1,k), product A_k
  +2  +0.250000  +0.500000  +0.125000
  +1  -0.500000  -0.500000  +0.250000
  +0  +0.612372  +0.000000  +0.000000
  -1  -0.500000  +0.500000  -0.250000
  -2  +0.250000  -0.500000  -0.125000
sum over k before phase: imaginary part -0.629224
d(2,1) from Fourier sum:        -0.629224
d(2,1) from matrix exponential: -0.629224
d(2,1) from -sin(b)(1+cos(b))/2: -0.629224
with wrong phase i^(m'-m):      +0.629224
with wrong placement D(2,k)D(k,1): -0.136820
j=3/2, m'=m=1/2:  k, A_k
  +1.5  0.375000
  +0.5  0.125000
  -0.5  0.125000
  -1.5  0.375000
d(1/2,1/2) at beta:               +0.420691
d(1/2,1/2) at beta + 360 degrees: -0.420691
d(0,0) at beta: j, reference, largest Wigner term,
   abs. error Wigner sum, abs. error Fourier sum
  10  -0.13811342  2.07e+01  2.1e-15  3.9e-16
  20  -0.03596557  3.10e+03  8.7e-14  1.5e-16
  40  -0.14323724  1.34e+08  6.2e-09  1.2e-15
  60  -0.02015126  8.02e+12  2.7e-04  1.1e-15
  80  +0.09552110  5.23e+17  4.4e+01  1.4e-16
j=80: deviation of D D^T from unity: 2.2e-15
j=80: largest sum over k of |A_k|:   1.000000
j=80: largest difference from matrix exponential: 5.6e-15
all good
```
